\section*{Sign of the remaining polarization in constrained RPA with entangled bands}

\section{What a wrong sign does to the interaction}

In constrained RPA, electrons outside a chosen target space screen the interaction used inside it. The target polarization $P_t$ is subtracted from the total $P$, and the remainder $P_r=P-P_t$ gives
\begin{equation}
W_r=(v^{-1}-P_r)^{-1}, \label{eq:wr}
\end{equation}
where $v$ is the bare interaction. If $P_r$ has a positive eigenvalue, the electrons that should screen instead amplify some potentials. The result can exceed the bare interaction, pass through a pole and change sign. A reasonable-looking on-site $U$ is then no evidence of a sound calculation.

For an isolated group of bands the subtraction is unambiguous. When target and other orbitals mix in the same eigenstates, there are several definitions of $P_t$, and they differ in whether they preserve the sign of $P_r$.

\section{The polarization as a sum of nonpositive terms}

Take a finite system, or a crystal sampled on a closed ring, with a real one-particle Hamiltonian $H$. Its real eigenstates $|n\rangle$ have energies $e_n$ and Fermi occupations $f_n$. For a local basis of sites $i$ with orbital coefficients $c_{in}$, the density matrix elements are $M^i_{nm}=c_{in}c_{im}$. With a factor 2 for spin, the independent-particle response at imaginary frequency is
\begin{equation}
P_{ij}(i\omega)=2\sum_{nm}\frac{f_n-f_m}{e_n-e_m+i\omega}M^i_{nm}M^j_{nm}. \label{eq:p0}
\end{equation}
The product $M^iM^j$ is symmetric in $n,m$, so the prefactor may be averaged with its partner under $n\leftrightarrow m$. With $\Delta=e_m-e_n$,
\begin{align}
\frac{f_n-f_m}{2}\left[\frac{1}{-\Delta+i\omega}-\frac{1}{\Delta+i\omega}\right]
&=\frac{f_n-f_m}{2}\,\frac{2\Delta}{(i\omega)^2-\Delta^2}\nonumber\\
&=-\frac{(f_n-f_m)\Delta}{\Delta^2+\omega^2}\equiv-w_{nm}. \label{eq:w}
\end{align}
Since $f$ decreases with energy, $f_n-f_m$ and $\Delta$ have the same sign, and $w_{nm}\ge0$. At $\omega=0$ and equal energies the limit is $w_{nn}=f_n(1-f_n)/kT$.

A real potential $\phi$ with site values $\phi_i$ has matrix elements $\phi_{nm}=\sum_i\phi_iM^i_{nm}$. Hence
\begin{equation}
\phi^{T}P\phi=-2\sum_{nm}w_{nm}|\phi_{nm}|^2\le0, \label{eq:form}
\end{equation}
where both orders of each pair are counted. This is the meaning of $P\le0$.

The static form is also an energy curvature. Let $\Omega(\lambda)$ be the grand potential of $H+\lambda X$ at fixed chemical potential, with $X$ any real symmetric operator, local or not. Then $\Omega'=2\,\mathrm{Tr}[f(H+\lambda X)X]$. To first order the matrix $f(H+\lambda X)$ changes by $\lambda X_{nm}(f_n-f_m)/(e_n-e_m)$, so
\begin{equation}
\Omega''(0)=2\sum_{nm}\frac{f_n-f_m}{e_n-e_m}|X_{nm}|^2
=-2\sum_{nm}w_{nm}|X_{nm}|^2. \label{eq:omega}
\end{equation}
For $X=\phi$ this is $\phi^TP\phi$. The freedom to use a nonlocal $X$ will explain the projector scheme.

\section{Two definitions that keep the sign}

Let $T$ project on the target space, $Q=1-T$, and $p_n=\langle n|T|n\rangle$. Because $p_n$ is the squared norm of $T|n\rangle$, it lies between 0 and 1.

\subsection{Weighting}

The weighting definition assigns the fraction $p_np_m$ of each transition to the target:
\begin{align}
\phi^TP_t\phi&=-2\sum_{nm}p_np_m\,w_{nm}|\phi_{nm}|^2,\nonumber\\
\phi^TP_r\phi&=-2\sum_{nm}(1-p_np_m)\,w_{nm}|\phi_{nm}|^2\le0. \label{eq:weight}
\end{align}
Both parts are nonpositive, so $P\le P_r\le0$. The argument uses only that the fractions lie in $[0,1]$; it holds at every imaginary frequency and for gapped and metallic systems alike.

The definition has a different weakness. Suppose several states $a$ share one energy. Their joint contribution with a state $m$ contains
\begin{equation}
\sum_a p_a|\phi_{am}|^2
=\langle m|\phi\Big(\sum_a|a\rangle p_a\langle a|\Big)\phi|m\rangle. \label{eq:deg}
\end{equation}
The operator in parentheses keeps only the diagonal of $T$ within the level. Rotating the states $a$ generally changes that diagonal, unless $T$ is a multiple of unity there. Thus $P_t$ can depend on an arbitrary choice of basis. In a four-state case with one degenerate occupied pair, a $45^\circ$ rotation changes an element of $P_t$ by $0.0066\ \mathrm{eV}^{-1}$. The sign of $P_r$ survives, but its value is not unique at such a degeneracy.

\subsection{Disentanglement}

Disentanglement removes the coupling between the two spaces,
\begin{equation}
\tilde H=THT+QHQ, \label{eq:htilde}
\end{equation}
so that each eigenstate of $\tilde H$ can be chosen in $T$ or in $Q$. Both the total $\tilde P$ and the target part $\tilde P_t$ are computed from these states, with the chemical potential readjusted to keep the electron number. Subtraction deletes the pairs with both states in $T$:
\begin{equation}
\phi^T(\tilde P-\tilde P_t)\phi
=-2\!\!\sum_{nm\notin TT}\!\!\tilde w_{nm}|\tilde\phi_{nm}|^2\le0. \label{eq:dis}
\end{equation}
There is no basis ambiguity within $T$ or $Q$, because the sum over a whole level is invariant. The price is that $\tilde P$ is the response of a changed Hamiltonian. Restoring the target screening to this $P_r$ reproduces $\tilde P$, not the original $P$.

One might try to restore the original total by using $P-\tilde P_t$, called the mixed choice below. Then
\begin{equation}
\phi^T(P-\tilde P_t)\phi=-2\sum_{nm}w_{nm}|\phi_{nm}|^2
+2\sum_{nm\in TT}\tilde w_{nm}|\tilde\phi_{nm}|^2. \label{eq:mixed}
\end{equation}
The sums belong to different spectra and do not cancel term by term. If hybridization opened the gap of $H$, removing it can produce small target excitation energies in $\tilde H$, and the second sum can win.

This can be made quantitative for a gap $E_g\gg kT$. Only occupied--empty pairs $ia$ contribute to the static $P$. Counting both orders and using $w_{ia}\le1/E_g$,
\begin{equation}
-\phi^TP\phi\le\frac{4}{E_g}\sum_{ia}|\phi_{ia}|^2
\le\frac{2}{E_g}\sum_i\phi_i^2. \label{eq:bound}
\end{equation}
The last step follows from $\mathrm{Tr}\,\phi^2=\sum_i\phi_i^2$: this trace contains $2\sum_{ia}|\phi_{ia}|^2$ plus nonnegative terms. A gapped total response is therefore bounded, whereas the response of a disentangled, partly filled narrow band need not obey the same bound.

\section{Why the projector definition fails}

The projector definition considered here replaces every $|n\rangle$ in the matrix elements by $T|n\rangle$ and keeps the original energies and occupations. The matrix element becomes $\langle n|T\phi T|m\rangle$, so
\begin{equation}
\phi^TP_r\phi=-2\sum_{nm}w_{nm}
\left(|\phi_{nm}|^2-|(T\phi T)_{nm}|^2\right). \label{eq:proj}
\end{equation}
This definition is independent of the basis in a degenerate level. Compression also reduces the unweighted sum, $\sum_{nm}|(T\phi T)_{nm}|^2\le\sum_{nm}|\phi_{nm}|^2$. That does not control \eqref{eq:proj}, because compression can move strength from pairs with zero $w$ to pairs with large $w$.

\subsection{The uniform potential}

The choice $\phi_i=1$ shows this directly. Now $\phi_{nm}=\delta_{nm}$, while $T\phi T=T$. For $\omega>0$ all diagonal weights vanish, so the total response is zero and
\begin{equation}
\mathbf 1^TP_r\mathbf 1=2\sum_{nm}w_{nm}|T_{nm}|^2. \label{eq:uniform}
\end{equation}
This is strictly positive as soon as $T$ connects two states of different occupation. A matrix with one positive expectation value has a positive eigenvalue, so $P_r$ is not negative semidefinite.

Equation \eqref{eq:omega} supplies the meaning. A uniform potential shifts all levels together and cannot polarize a system with a fixed charge. The operator $T$ shifts the target levels against the rest and drives charge between the two spaces. The projector scheme counts this charge transfer as target polarization, although the total polarization contains no such response to a uniform potential.

At $\omega=0$ the same conclusion holds if the gap is so much larger than $kT$ that the diagonal terms, with weights $f_n(1-f_n)/kT$, are negligible compared with the sum over occupied--empty pairs in \eqref{eq:uniform}. The weaker the hybridization, the larger the gap this requires. In a metal the diagonal terms remain:
\begin{equation}
\mathbf 1^TP_r\mathbf 1
=2\sum_{n\ne m}w_{nm}|T_{nm}|^2-2\sum_nw_{nn}(1-p_n^2). \label{eq:metal}
\end{equation}
The static uniform potential alone no longer decides the sign. For $\omega>0$, \eqref{eq:uniform} still does.

\subsection{Weak hybridization}

Strong entanglement is not required. Consider a full target band and an empty band above it, separated by $\Delta_k$ and coupled by $V_k$. To first order the mixing amplitude is $V_k/\Delta_k$, so $|T_{nm}|^2=V_k^2/\Delta_k^2$. The static weight is $1/\Delta_k$. With the prefactor 2 and both orders of the pair,
\begin{equation}
\mathbf 1^TP_r\mathbf 1\simeq4\sum_k\frac{V_k^2}{\Delta_k^3}. \label{eq:weak}
\end{equation}
The violation fades as $V^2$. The two-level problem also gives the correction: diagonalization yields $|T_{nm}|^2=V_k^2/(\Delta_k^2+4V_k^2)$ and an energy difference $(\Delta_k^2+4V_k^2)^{1/2}$, so $\Delta_k^3$ is replaced by $(\Delta_k^2+4V_k^2)^{3/2}$. The relative correction to each term is $-6V_k^2/\Delta_k^2$ at leading order.

If $T$ commutes with $H$ and the eigenstates are chosen within $T$ or $Q$, then $p_n$ is 0 or 1, $T|n\rangle$ is $|n\rangle$ or zero, and $\tilde H=H$. All the definitions then select the same pairs.

\subsection{Site orbitals and finite wavelengths}

Suppose the target functions are themselves sites of the model, and the density is diagonal in sites. Projection then sets the coefficients $c_{in}$ to zero outside the target sites and leaves the others unchanged. Consequently $P_t=TPT$. In blocks ordered as target, rest,
\begin{equation}
P_r=\begin{pmatrix}0&B\\B^T&C\end{pmatrix},\qquad C\le0, \label{eq:block}
\end{equation}
where $B$ and $C$ are blocks of the original $P$. Write $B=\sum_\ell\sigma_\ell x_\ell y_\ell^T$ with $\sigma_\ell>0$ and orthonormal sets $x_\ell$, $y_\ell$. On vectors with target part $\sum_\ell a_\ell x_\ell$ and rest part $\eta\sum_\ell a_\ell y_\ell$, the quadratic form is at least
\begin{equation}
(2\eta\sigma_{\min}-\eta^2\|C\|)\sum_\ell a_\ell^2, \label{eq:rank}
\end{equation}
which is positive for small $\eta>0$. There are therefore at least $\mathrm{rank}(B)$ positive eigenvalues. Removing the uniform potential would not cure the defect in general.

In a gapped crystal the long-wave limit is particularly severe. For small momentum transfer $q$, orthogonality makes the interband elements of $e^{iqx}$ proportional to $q$, so $P\simeq-\alpha q^2$. If $T$ varies smoothly with crystal momentum, the projected elements tend instead to $T_{nm}$, and $P_t\simeq-D-\beta q^2$, with $D>0$ if $T$ connects occupied and empty states. With responses per volume and a three-dimensional Coulomb interaction $4\pi e^2/q^2$, the leading diagonal element of $1-vP_r$ is
\begin{equation}
1-\frac{4\pi e^2}{q^2}\left[D+(\beta-\alpha)q^2\right]
=1+4\pi e^2(\alpha-\beta)-\frac{4\pi e^2D}{q^2}, \label{eq:head}
\end{equation}
which tends to $-\infty$ as $q\to0$. This applies to the definition as stated, without a separate prescription for small $q$.

\section{From the sign to the interaction}

If $P_r\le0$, then $v^{-1}-P_r\ge v^{-1}>0$. Inversion reverses the order of positive matrices, so
\begin{equation}
0<W_r\le v. \label{eq:order}
\end{equation}
For weighting, $P\le P_r$ also gives $W\le W_r$, where $W$ is the fully screened interaction. The constrained interaction is thus bracketed in the matrix sense.

To see the opposite case, scale the interaction to $\lambda v$. The symmetric dielectric matrix is
\begin{equation}
\epsilon_r=1-\lambda v^{1/2}P_rv^{1/2}. \label{eq:eps}
\end{equation}
Let $\pi_{\max}>0$ be the largest eigenvalue of $v^{1/2}P_rv^{1/2}$. For $\lambda<1/\pi_{\max}$, $W_r$ is positive, but it cannot satisfy $W_r\le\lambda v$, since inverting that relation would imply $P_r\le0$. At
\begin{equation}
\lambda_c=1/\pi_{\max} \label{eq:critical}
\end{equation}
an eigenvalue of $\epsilon_r$ vanishes and $W_r$ has a pole. Beyond it, $W_r$ has a negative eigenvalue.

\section{A hybridized ring}

The model has 12 cells of length 4.0~\AA. Each cell has a target orbital at zero energy and, half a cell away, a broad-band orbital at 1.0~eV. The nearest-neighbour hoppings are 0.1 and $-1.0$~eV, and each target orbital couples by 0.6~eV to both neighbouring broad-band orbitals. There is one electron pair per cell, and $kT=0.02$~eV. The Coulomb interaction is softened over 1.0~\AA. These are round model parameters, not those of a material.

The hybridized bands have a gap of 1.14~eV. The target share $p_n$ runs from 0 to 1: the coupling $2(0.6\ \mathrm{eV})\cos(k/2)$, with $k$ in inverse cell lengths, vanishes at $k=\pi$ and is large near $k=0$. After disentanglement the gap is 0.10~eV, which is a level spacing of the partly filled target band on this finite ring. In the degenerate pairs $\pm k$, translation and inversion symmetry make $T$ a multiple of unity, so these pairs cause no weighting ambiguity.

The largest eigenvalues of $P_r$, in $\mathrm{eV}^{-1}$, are as follows.
\begin{center}
\begin{tabular}{lccc}
Definition & $\omega=0$ & $2$ eV & $10$ eV\\
\hline
Weighting & 0.000 & 0.000 & 0.000\\
Disentangled & 0.000 & 0.000 & 0.000\\
Projector & 0.151 & 0.084 & 0.007\\
Mixed & 6.211 & 0.000 & 0.000
\end{tabular}
\end{center}

For the projector, the static uniform expectation value is $0.245\ \mathrm{eV}^{-1}$ per cell. The curvature of the grand potential under a shift of the target level is the negative of this value, as \eqref{eq:omega} requires for $X=T$ when the total uniform response is negligible. A cell has two sites, so the normalized uniform vector gives $0.245/2=0.123\ \mathrm{eV}^{-1}$. This is a lower bound on the largest eigenvalue, which is 0.151.

There are 11 positive eigenvalues, equal to the rank of $B$. The missing twelfth belongs to momentum $\pi$: inversion about a target site pairs broad-band sites whose phases are opposite, so their contributions to $B$ cancel.

The mixed choice fails badly at zero frequency. By \eqref{eq:bound}, the total response cannot exceed $2/1.1416=1.75\ \mathrm{eV}^{-1}$ in magnitude. An eigenvalue of $6.21\ \mathrm{eV}^{-1}$ in the difference requires $\tilde P_t$ to be at least that strong in the same direction. At 2 and 10~eV no positive eigenvalue appears to the printed accuracy. The target transitions of $\tilde H$ have energies of at most 0.4~eV, so their weights fall rapidly with frequency: at 2~eV they are below $0.4/2^2=0.1\ \mathrm{eV}^{-1}$. This accounts for the weakening of the subtracted term, but it does not prove a definite sign at these frequencies for other models.

\subsection{Static interactions}

The bare on-site target interaction is 14.40~eV, and full screening with the original $H$ reduces it to 5.23~eV. The constrained values are given below.
\begin{center}
\begin{tabular}{lcc}
Definition & $U$ (eV) & Lowest eigenvalue of $\epsilon_r$\\
\hline
Weighting & 6.37 & 1.00\\
Disentangled & 10.17 & 1.00\\
Projector & 0.83 & $-6.88$\\
Mixed & $-0.25$ & $-80.61$
\end{tabular}
\end{center}

The weighting result respects $5.23\le6.37\le14.40$. It lies much nearer to the fully screened value than to the bare one.

The disentangled $U$ is larger because the target and broad-band states of $\tilde H$ now occupy different sites. A transition between them has no site-diagonal density, so only the broad band screens: through its internal transitions and, at fixed chemical potential, through changes in its occupation. Full screening with $\tilde H$ at fixed chemical potential would give 0.22~eV instead of 5.23~eV. This comparison overstates the change in screening at fixed charge, because the small gap of $\tilde H$ lets a potential draw charge from the reservoir; at fixed total charge the value is 2.72~eV. The reservoir also enters the disentangled $U$, which rises from 10.17 to 11.97~eV when the broad-band charge is held fixed. A correct sign is therefore not a measure of accuracy, nor does it select between the weighting and disentangled values. These numbers belong to the 12-cell ring. For rings of 12 to 96 cells the weighting $U$ falls from 6.37 to 6.19~eV and the fully screened value from 5.23 to 5.01~eV, while the disentangled $U$ scatters between 10.2 and 11.8~eV.

The projector value of 0.83~eV is positive, but it lies beyond several poles: seven eigenvalues of $\epsilon_r$ cross zero below $\lambda=1$, at the scales 0.127, 0.248, 0.409 and 0.706, the last three twice each. The critical scale is $\lambda_c=0.127$, and the lowest dielectric eigenvalue at full interaction follows from \eqref{eq:eps}:
\begin{equation}
1-\frac{1}{0.12692}=-6.88. \label{eq:number}
\end{equation}
At $0.999\lambda_c$ and $1.001\lambda_c$, $U$ is 348 and $-344$~eV. Already at $\lambda_c/2$ the largest eigenvalue of $W_r-\lambda v$ is 3.6~eV, so antiscreening precedes the pole. On this ring, looking at $U$ alone at $\lambda=1$ would miss both effects. The value itself is an accident of where the poles fall: rings of 14, 16, 24, 48 and 96 cells give $-19.4$, $6.3$, $-34.0$, $-15.7$ and $-5.8$~eV, and $\lambda_c$ decreases with ring length to 0.086 at 96 cells.

\subsection{Long waves, weak coupling and general targets}

On a ring of 120 cells, the total response per cell at the two smallest nonzero momenta is $-0.000678$ and $-0.002711\ \mathrm{eV}^{-1}$. Their ratio is 4.00, as expected for a $q^2$ law. The projector $P_t$ stays near $-0.245\ \mathrm{eV}^{-1}$ down to $q=0$, which is the behaviour that makes \eqref{eq:head} diverge.

Moving the broad-band level to 6.0~eV and reducing its coupling to 0.05~eV separates the bands. The uniform expectation value for the 12-cell ring is then $2.570\times10^{-3}\ \mathrm{eV}^{-1}$, against $2.578\times10^{-3}\ \mathrm{eV}^{-1}$ from \eqref{eq:weak}. The difference is 0.3\% of the latter. The correction is largest at $k=0$, where $V_k=0.1$~eV and $\Delta_k=6.0-2.0-0.2=3.8$~eV; there it is $6(0.1/3.8)^2=0.4\%$, consistent with the smaller average.

Site-orbital targets are special, so the signs were also tested for 200 random six-site Hamiltonians with random two-dimensional target spaces, at $\omega=1$~eV. Weighting and consistent disentanglement gave no positive eigenvalue. The projector definition gave one or more in all 200 cases, as \eqref{eq:uniform} predicts, and the mixed choice did so in 71. The numerical output lists these counts.

For entangled bands, the sign condition should be checked on the whole matrix $P_r(i\omega)$ before $W_r$ is reduced to a few interaction parameters. Among the definitions compared here, weighting preserves both the sign and the original total response but can depend on a degenerate basis. Disentanglement preserves the sign by changing the total response. The projector definition avoids the basis dependence and keeps the original total, but gives up the sign.

\section*{Computed values}
\begin{verbatim}
cells 12, kT 0.02 eV, cell length 4.0 A, softening 1.0 A
broad level 1.0, hoppings 0.1 and -1.0, hybridization 0.6 eV
gap of H: 1.1416 eV
gap of disentangled H: 0.1000 eV
target share p_n: min 0.0000, max 1.0000
uniform potential, projector P_r per cell: 0.24508 1/eV
same from target-level shift:              0.24508 1/eV
largest eigenvalue of P_r (1/eV): weighting, disentangled, projector, mixed
  omega  0.0 eV: 0.00000, 0.00000, 0.15147, 6.21076
  omega  2.0 eV: 0.00000, 0.00000, 0.08374, 0.00000
  omega 10.0 eV: 0.00000, 0.00000, 0.00733, 0.00000
projector P_r: positive eigenvalues 11, rank of B 11
on-site target interaction: bare 14.3996 eV, fully screened 5.2279 eV
fully screened with disentangled H: 0.2228 eV
  weighting: U = 6.3688 eV, lowest dielectric eigenvalue 1.0000
  disentangled: U = 10.1723 eV, lowest dielectric eigenvalue 1.0000
  projector: U = 0.8324 eV, lowest dielectric eigenvalue -6.8791
  mixed: U = -0.2499 eV, lowest dielectric eigenvalue -80.6121
projector: critical interaction scale 0.12692
  U at 0.999 and 1.001 of it: 347.796 and -344.304 eV
  at half of it, largest eigenvalue of W_r - v: 3.6189 eV
long waves, 120 cells, q = 0, 1, 2 times 2 pi/length, per cell:
  full P (1/eV): 0.000000, -0.000678, -0.002711
  projector P_t (1/eV): -0.245149, -0.245634, -0.247086
separated bands (level 6.0 eV, hybridization 0.05 eV):
  uniform P_r 2.5703e-03, weak-coupling law 2.5780e-03 1/eV
isolated target: largest difference of P_t 4.4e-15 1/eV
degenerate rotation, change of P_t: weighting 0.00657, projector 2.8e-17 1/eV
random cases 200 (6 sites, 2 target functions, 3 pairs, omega 1.0 eV)
  cases with a positive eigenvalue: weighting 0, disentangled 0, projector 200, mixed 71
\end{verbatim}
